# Steady impurity profile ahead of a regrowing amorphous-crystal interface

## The situation

Ion implantation can turn the surface layer of a crystal amorphous. On annealing, the crystal beneath acts as a seed and the amorphous layer recrystallizes from the bottom up. A nearly flat interface travels through the layer towards the surface at a speed \(v\).

Suppose the layer contains an impurity that fits less easily into the crystal than into the amorphous phase. The interface then rejects part of what it meets. The rejected atoms collect ahead of it, and diffusion carries them further forward while the interface follows. How high does the pile-up become, and how far does it reach?

The model is one-dimensional. The impurity is dilute and diffuses in the amorphous phase with constant diffusivity \(D\). Its concentration is at first uniform, \(C_0\), and the free surface is far away. There are no reactions, no electric field and no density change on crystallization. At the interface the two concentrations have a constant ratio, the partition coefficient

\[
k=\frac{C_{\rm crystal}}{C_{\rm amorphous}}>0 .
\]

This ratio belongs to the moving interface. It need not equal the ratio of equilibrium solubilities.

## The equation in the frame of the interface

Let \(y\) be a position fixed in the material, increasing towards the surface, and let the interface be at \(y=vt\). In the amorphous phase the flux in the \(+y\) direction is \(-D\,\partial C/\partial y\), and conservation gives

\[
\left(\frac{\partial C}{\partial t}\right)_y=D\frac{\partial^2 C}{\partial y^2}.
\]

Define the distance ahead of the interface, \(x=y-vt\). At fixed \(y\), \(x\) decreases at the rate \(v\), so the chain rule gives

\[
\left(\frac{\partial C}{\partial t}\right)_y
=\left(\frac{\partial C}{\partial t}\right)_x-v\frac{\partial C}{\partial x}.
\]

Since \(\partial/\partial y=\partial/\partial x\) at fixed time,

\[
\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial x^2}+v\frac{\partial C}{\partial x}
=\frac{\partial}{\partial x}\left(D\frac{\partial C}{\partial x}+vC\right). \tag{1}
\]

The bracket is the impurity flux towards the crystal, measured relative to the interface. Its term \(vC\) arises because the interface advances into the material. Its term \(D\,\partial C/\partial x\) is negative when the concentration falls with distance, because diffusion then carries impurity away from the interface.

## Balance at the interface

In a time \(dt\) a thickness \(v\,dt\) of new crystal forms. Its concentration is \(kC(0,t)\), so it takes up \(vkC(0,t)\,dt\) per unit area. If diffusion in the crystal is ignored for the moment, this equals the amount arriving from the amorphous side:

\[
vC(0,t)+D\left.\frac{\partial C}{\partial x}\right|_0=vkC(0,t).
\]

Moving \(vC(0,t)\) to the right gives

\[
D\left.\frac{\partial C}{\partial x}\right|_0=-v(1-k)\,C(0,t). \tag{2}
\]

For \(k<1\) the slope is negative: the rejected fraction \(1-k\) must diffuse forward. For \(k>1\) the crystal takes up more than the interface sweeps in, and the slope is positive.

## The steady profile

In a steady state the left side of (1) is zero, so the flux in the bracket is the same at every \(x\). Far ahead, \(C\to C_0\) and \(C'\to0\), where a prime means \(d/dx\). The constant is therefore \(vC_0\):

\[
DC'+vC=vC_0 .
\]

With \(w=C-C_0\) this becomes \(Dw'=-vw\), whose solution is \(w=A\exp(-vx/D)\).

The amplitude follows from the interface. The flux reaching it is \(vC_0\), and the crystal takes up \(vkC(0)\). Hence

\[
kC(0)=C_0,\qquad C(0)=\frac{C_0}{k},\qquad
A=\frac{C_0}{k}-C_0=C_0\frac{1-k}{k}.
\]

The steady profile is

\[
\boxed{C(x)=C_0\left[1+\frac{1-k}{k}\,e^{-x/L}\right],\qquad L=\frac{D}{v}} \tag{3}
\]

and the crystal grows with concentration \(C_0\). Condition (2) is satisfied, because \(DC'(0)=-vA=-v(1-k)C_0/k\).

The length \(L\) describes the decay of the excess \(C-C_0\). The concentration itself levels off at \(C_0\). Over a distance \(L\), the forward diffusive flux of an excess \(w\) is about \(Dw/L\), while the interface catches up with that excess at the rate \(vw\). The two balance when \(L=D/v\). Fast diffusion spreads the excess, and fast regrowth compresses it.

The partition coefficient sets the height and sign of the excess but not its length:

- For \(k=1\) nothing is rejected and the concentration stays uniform.
- For \(k=2\) the interface concentration is \(C_0/2\), and a depleted region of decay length \(L\) precedes the interface.
- As \(k\to0\) the height \(C_0/k\) grows without bound. At \(k=0\) the crystal accepts nothing, the rejected amount keeps growing, and there is no steady state.

The continuum description also requires \(L\) to be much larger than the atomic spacing and the width of the interface.

## Diffusion in the crystal

Now let the impurity diffuse in the crystal with constant diffusivity \(D_c\). In the steady state the same flux passes through both phases, so for \(x<0\)

\[
D_cC_c'+vC_c=vC_0,
\qquad
C_c=C_0+B\,e^{-vx/D_c}.
\]

Behind the interface \(x\) is negative, so the exponential grows without limit with depth. A bounded concentration in a long crystal requires \(B=0\). The crystal is then uniform at \(C_0\), and the interface ratio again gives \(C(0)=C_0/k\). Result (3) does not depend on \(D_c\).

To see how a disturbance deep in the crystal fades, suppose that the concentration at a fixed distance \(M\) behind the moving interface is held at \(C_d\). Then \(B\,e^{vM/D_c}=C_d-C_0\), or

\[
B=(C_d-C_0)\,e^{-vM/D_c}.
\]

The disturbance at the interface is negligible when \(M\gg D_c/v\). This argument concerns the steady state; during start-up the crystal is not uniform, and diffusion within it can matter. A real seed stays in place while the interface moves away from it. If the seed is initially free of impurity, its influence fades more slowly with growth than this exponential suggests.

## The amount stored ahead

The excess per unit area in the steady state is

\[
N=\int_0^\infty (C-C_0)\,dx
=C_0\frac{1-k}{k}\int_0^\infty e^{-x/L}dx
=C_0\frac{1-k}{k}L. \tag{4}
\]

If the layer was uniform at the start, these atoms came from the material that has already crystallized. Without diffusion in the crystal, conservation requires that the crystal grown during start-up lack the amount \(N\). If impurity also diffuses into a seed that was free of it, the grown crystal lacks more. When \(k\) is small, \(N\) is large, and a long distance of growth is needed to collect it.

## How the steady state is approached

To find that distance, neglect diffusion in the crystal and write \(C=C_{\rm s}+\eta\), where \(C_{\rm s}\) is profile (3). Because (1) and (2) are linear and \(C_{\rm s}\) satisfies both, \(\eta\) satisfies them too. A uniform start means

\[
\eta(x,0)=C_0-C_{\rm s}(x)=-C_0\frac{1-k}{k}e^{-x/L}.
\]

The first-derivative term is removed by \(\eta=e^{-x/(2L)}\psi\). The derivatives are

\[
\eta'=e^{-x/(2L)}\left(\psi'-\frac{\psi}{2L}\right),\quad
\eta''=e^{-x/(2L)}\left(\psi''-\frac{\psi'}{L}+\frac{\psi}{4L^2}\right).
\]

In \(D\eta''+v\eta'\) the terms in \(\psi'\) cancel because \(D/L=v\). The terms in \(\psi\) add to \(D/(4L^2)-v/(2L)=-v^2/(4D)\). Thus

\[
\frac{\partial\psi}{\partial t}=D\psi''-\frac{v^2}{4D}\psi .
\]

Condition (2), divided by \(D\), reads \(\eta'(0)=-(1-k)\eta(0)/L\), so

\[
\psi'(0)=\left[\frac1{2L}-\frac{1-k}{L}\right]\psi(0)
=-\kappa\,\psi(0),\qquad \kappa=\frac{1-2k}{2L}.
\]

There are two kinds of solution. Oscillating functions of wavenumber \(p\) decay at the rates \(v^2/(4D)+Dp^2\), which are at least \(v^2/(4D)\). If \(k<1/2\), then \(\kappa>0\), and there is also a localized function \(e^{-\kappa x}\). Its decay rate is

\[
s=\frac{v^2}{4D}-D\kappa^2
=\frac{v^2}{4D}\left[1-(1-2k)^2\right]
=\frac{k(1-k)v^2}{D}. \tag{5}
\]

This is below \(v^2/(4D)\), so the localized function governs late times. For \(k\ge1/2\) it is absent.

Its share of the initial state is found by projection. For two functions \(f\) and \(g\) obeying the same interface condition, integration by parts gives

\[
\int_0^\infty(fg''-gf'')\,dx=\big[fg'-gf'\big]_0^\infty .
\]

The bracket vanishes at \(x=0\) by the common condition, and at infinity if one function decays while the other stays bounded. Functions with different decay rates are therefore orthogonal. The initial function is \(\psi(x,0)=-C_0\frac{1-k}{k}e^{-x/(2L)}\), and the coefficient of \(e^{-\kappa x}\) is

\[
a=\frac{\int_0^\infty\psi(x,0)e^{-\kappa x}dx}{\int_0^\infty e^{-2\kappa x}dx}
=-C_0\frac{1-k}{k}\,\frac{2\kappa}{\kappa+1/(2L)} .
\]

Here \(2\kappa=(1-2k)/L\) and \(\kappa+1/(2L)=(1-k)/L\), so \(a=-C_0(1-2k)/k\). At the interface the late-time concentration is \(C_0/k+a\,e^{-st}\). Multiplying by \(k\) and writing the growth distance as \(z=vt\) gives

\[
\frac{C_{\rm crystal}}{C_0}\simeq1-(1-2k)e^{-z/\ell},
\qquad \ell=\frac{L}{k(1-k)}. \tag{6}
\]

The oscillating part is negligible once its decay has outrun that of the localized part. The difference of the two rates is \(D\kappa^2\), and with \(t=z/v\) the requirement is \((1/2-k)^2z/L\gg1\).

For small \(k\), the build-up length is about \(L/k\), much longer than \(L\). The height therefore becomes steady long after the excess has taken on its short range.

The interface condition shows this directly. Define a local decay length of the excess at the interface by \(\lambda=-(C-C_0)/C'\), evaluated at \(x=0\). From (2), \(C'(0)=-(1-k)C(0)/L\), so

\[
\lambda=L\,\frac{1-C_0/C(0)}{1-k}. \tag{7}
\]

In the steady state \(C_0/C(0)=k\) and \(\lambda=L\). For small \(k\), \(\lambda\) is already close to \(L\) when \(C(0)\) is many times \(C_0\), even if \(C(0)\) is far below \(C_0/k\).

## Worked example: gold in amorphous silicon

Gold is strongly rejected by regrowing silicon and diffuses readily in the amorphous phase. Take these rough typical values near 823 K:

- interface speed \(v=0.10\) nm/s
- diffusivity \(D=3.0\) nm²/s, or \(3.0\times10^{-14}\) cm²/s
- partition coefficient \(k=0.01\)

The amorphous layer is 2000 nm thick, and gold is assumed to be uniform in it at \(C_0=1.0\times10^{17}\) cm⁻³. The anneal regrows 1500 nm, which takes \(1500/0.10=15000\) s, or about 4.2 h.

The decay length is

\[
L=\frac{3.0\ \text{nm}^2/\text{s}}{0.10\ \text{nm/s}}=30\ \text{nm}.
\]

The steady interface concentration would be \(C_0/k=1.0\times10^{19}\) cm⁻³. With about \(5\times10^{22}\) silicon atoms per cm³, this is 0.02 at.%, so the gold is still dilute. Since 30 nm is \(3.0\times10^{-6}\) cm, equation (4) gives a stored excess of

\[
N=(1.0\times10^{17})(99)(3.0\times10^{-6})=2.97\times10^{13}\ \text{cm}^{-2}.
\]

The whole 2000 nm layer holds only \(2.0\times10^{13}\) cm⁻² of gold, so a steady pile-up of this size cannot form in it. In the steady profile the excess falls to \(C_0\) at \(x=L\ln99=138\) nm. Pile-up is thus visible over several decay lengths when \(k\) is small.

The build-up length is \(\ell=30/(0.01\times0.99)=3030\) nm. Setting the left side of (6) to 0.9 gives \(z=\ell\ln(0.98/0.1)=6916\) nm, well beyond the thickness of the layer. This anneal cannot reach the steady height.

The unfinished profile was computed by a finite-volume solution of the diffusion equation in the fixed frame. The cells were 1.5 nm wide, the first cell shrank as the interface crossed it, and no gold left through the free surface. After 1500 nm of growth, the new crystal contains \(0.40\,C_0\). Equation (6) gives the same value to two digits:

\[
1-0.98\,e^{-1500/3030}\approx0.40 .
\]

Halving the cell width and time step from 3 nm cells changed the computed ratio by 0.002. Concentrations in the amorphous phase, in cm⁻³, are:

| \(x\) (nm) | steady | after 1500 nm |
|---|---|---|
| 0 | \(1.0\times10^{19}\) | \(4.0\times10^{18}\) |
| 30 | \(3.7\times10^{18}\) | \(1.5\times10^{18}\) |
| 60 | \(1.4\times10^{18}\) | \(6.2\times10^{17}\) |
| 90 | \(5.9\times10^{17}\) | \(2.9\times10^{17}\) |
| 150 | \(1.7\times10^{17}\) | \(1.2\times10^{17}\) |

An exponential fitted to the computed excess over the first 60 nm has a decay length of 29.5 nm once the discretization error is removed; the 1.5 nm cells give 29.6 nm. It is slightly below \(L\), as (7) predicts: \(C_0/C(0)\) is about 1/40, which is larger than \(k=1/100\). The height has reached only 40% of its steady value, but the decay length is within 2% of \(D/v\). Measuring the decay of the excess would therefore give a good estimate of \(D/v\) even though the steady state is absent, provided the other assumptions hold. The background \(C_0\) must be subtracted first: the same fit to the total concentration gives about 32 nm.

## What changes the numbers

**Layer thickness.** At the end of the calculation, 500 nm of amorphous silicon remains. The relative excess at the free surface is below \(10^{-5}\), so the surface has not yet influenced the pile-up appreciably. Once the interface comes within a few decay lengths of the surface, the excess has no room to spread and the semi-infinite solution fails.

**Temperature.** Let \(v\) and \(D\) follow Arrhenius laws with activation energies \(E_v\) and \(E_D\). Their ratio gives

\[
L\propto\exp\left(\frac{E_v-E_D}{k_BT}\right),
\]

where \(k_B\) is Boltzmann's constant. Rough values are \(E_v=2.7\) eV and \(E_D=1.5\) eV. The interface then speeds up more than diffusion does on heating, and a rise of 10 K shortens \(L\) from 30 to 24.5 nm. A temperature error of this size matters more here than the unfinished build-up does for the decay length.

**Gold-dependent speed.** Gold can accelerate the regrowth. To size the effect, assume that \(v\) increases linearly with the interface concentration and doubles at \(1\times10^{20}\) cm⁻³. The steady pile-up of \(1\times10^{19}\) cm⁻³ would raise \(v\) by 10%. With \(D\) held fixed, \(L\) becomes \(30/1.1=27.3\) nm. The doubling concentration is an assumption for this estimate, not a measured value.

**Electric field.** Let a uniform field give the impurity a drift speed \(u\) away from the interface. The flux towards the crystal becomes \(DC'+(v-u)C\). In the steady state it equals \((v-u)C_0\), so

\[
D(C-C_0)'=-(v-u)(C-C_0),\qquad L_u=\frac{D}{v-u},
\]

for \(u<v\). The height changes too: the crystal takes up \(vkC(0)=(v-u)C_0\), so \(C(0)=(1-u/v)C_0/k\). Drift towards the interface at speed \(v\) means \(u=-v\); it halves the decay length and doubles the steady height. This steady state needs a continuing supply at \(C_0\) from far ahead, which a finite layer can provide only for a limited time. For a singly charged impurity, the Einstein relation gives the drift speed in a field \(E\) as \(eDE/(k_BT)\). Setting this equal to \(v\) yields

\[
E=\frac{k_BT}{e}\,\frac{v}{D}=\frac{k_BT}{eL}
=\frac{0.0709\ \text{V}}{30\ \text{nm}}=0.024\ \text{MV/cm}.
\]

A field of this strength extending through the pile-up would change the profile substantially. The model cannot say whether such a field is present.

**Comparison with real layers.** The chosen \(D\) and \(k\) are rough, and both can depend on temperature and on how the amorphous layer was prepared. A thickness of 2000 nm is large for an implanted layer; shallow implants amorphize tens to hundreds of nanometres. While the surface is still several decay lengths away, a limited thickness also limits the growth distance, and so the height of the pile-up: even here the interface concentration reaches only \(4.0\times10^{18}\) instead of \(1.0\times10^{19}\) cm⁻³ after 1500 nm, and a thinner layer with the same parameters is less far into the build-up when the surface comes near. The last stage is different. If no gold leaves through the surface, the rejected gold is squeezed into the shrinking remainder and its concentration rises steeply. In this example it has passed \(C_0/k\) by the time 10 nm of amorphous silicon remains. An as-implanted impurity is also not uniform. With the values used here, diffusion at 823 K cannot even it out over 2000 nm before the layer has regrown, and at temperatures low enough to prevent regrowth it would take years. A nearly uniform start needs another preparation, such as implants at several energies or gold added while the layer is deposited; otherwise the actual initial profile must be used in (1). The estimates leave out precipitation, trapping of gold at defects in the amorphous silicon, interface roughness, the small density change, and gold diffusion in the crystal during start-up. The last of these can lower the height: with an initially gold-free crystal beneath the layer and, for illustration, \(D_c=300\) nm²/s, the interface concentration after 1500 nm would be about \(3.0\times10^{18}\) instead of \(4.0\times10^{18}\) cm⁻³. The decay length would hardly change. The height is sensitive to this assumed value: with \(D_c=3\times10^{4}\) nm²/s it would be only about \(7\times10^{17}\) cm⁻³. The crystal in this example also grows with about \(4\times10^{16}\) cm⁻³ of gold, several orders of magnitude above the equilibrium solubility of gold in crystalline silicon at 823 K. Precipitation and redistribution in the crystal therefore cannot be assumed negligible in a real sample, and the heights given here illustrate the model rather than predict a measurement.
